# Saturation current, injection velocity and swing of a ballistic transistor

**Question**

I am trying to build Natori's top-of-barrier model of a ballistic transistor for a two-dimensional channel, and my pieces do not fit together.

My parameters are round numbers: effective mass $m=0.2\,m_e$, valley degeneracy $g=2$, $T=300$ K, gate capacitance $C_G=0.02\ \mathrm{F/m^2}$, and a barrier top that lies 0.3 eV above the source Fermi level when all voltages and the mobile charge are zero. The on-state is $V_G=0.8$ V, $V_D=0.5$ V, with the source grounded.

I am stuck on three things.

1. If nothing scatters, what limits the current? I expected it to keep growing with $V_D$. I also do not know whether the density in $I=qnv$ is the full equilibrium density or half of it.
2. Which velocity goes into that formula: the thermal velocity, the Fermi velocity, or something else?
3. I was told that the subthreshold slope is 60 mV per decade "because the device is ballistic". My numerical slope is close to that at low $V_G$, but it is not 60, and it becomes hundreds of mV per decade when the transistor turns on. Is my electrostatics wrong?

**Answer**

Your electrostatics may well be right: a slope near 60 mV per decade belongs to the region with almost no mobile charge, and it does not come from ballistic motion. All three questions can be settled by counting electrons at one place, the top of the barrier between source and drain.

**Who occupies the states at the barrier top**

Take one parabolic subband with isotropic mass, spin degeneracy 2, a wide channel of width $W$, and a potential with a single maximum along the transport direction $x$. Assume no scattering, no tunnelling through the barrier, no series resistance, and contacts that absorb every arriving electron.

Without scattering, occupation is carried unchanged along each trajectory. An electron at the barrier top with $k_x>0$ came from the source, and one with $k_x<0$ came from the drain. The two halves of $k$ space are therefore filled by two different Fermi functions.

I measure energy from the source Fermi level and call the subband edge at the barrier top $E_{\rm top}$. The drain Fermi level is at $-qV_D$, with $q>0$. Define

$$\eta_S=-\frac{E_{\rm top}}{kT},\qquad \eta_D=\eta_S-\frac{qV_D}{kT}.$$

With kinetic energy $\varepsilon=\hbar^2k^2/2m=x\,kT$, where $x$ is from here on a dimensionless energy, the occupation from either contact is $f=1/(1+e^{x-\eta})$. I use normalized Fermi-Dirac integrals,

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}},\qquad \frac{dF_j}{d\eta}=F_{j-1}.$$

Two of them are elementary: $F_0=\ln(1+e^\eta)$ and, as its derivative, $F_{-1}=1/(1+e^{-\eta})$. Also $\Gamma(3/2)=\sqrt\pi/2$.

**Density**

For the right-movers the angle runs over a half circle, which gives a factor $\pi$. Since $k\,dk=m\,d\varepsilon/\hbar^2$,

$$n^+=2g\int_{k_x>0}\frac{d^2k}{(2\pi)^2}f
=\frac{2g}{4\pi^2}\,\pi\,\frac{m}{\hbar^2}\int_0^\infty f\,d\varepsilon
=\frac{g m kT}{2\pi\hbar^2}F_0(\eta_S).$$

With $N=gmkT/(\pi\hbar^2)$ the prefactor is $N/2$. The left-movers give the same expression with $\eta_D$, so

$$n=\frac N2\left[F_0(\eta_S)+F_0(\eta_D)\right].$$

This answers the "half or full" question. At $V_D=0$ both halves are filled and $n=NF_0$. At large $V_D$ the drain half is empty and $n=(N/2)F_0(\eta_S)$. In both cases $n$ is the density actually present at the barrier top, and no further factor of one half is to be applied. How the saturated density compares with the equilibrium one depends on whether $\eta_S$ moves with $V_D$. With an ideal gate far below threshold, the charge is too small to move the barrier, so $\eta_S$ stays fixed and $n$ halves. In your on-state the barrier readjusts and $n$ falls by only about 8 %, as shown below.

**Current**

Now weight each right-moving state with $v_x=(\hbar k/m)\cos\theta$. The angular integral is $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$, and $\hbar k/m=\sqrt{2\varepsilon/m}$:

$$\frac{I^+}{W}=q\,\frac{2g}{4\pi^2}\,2\,\frac{m}{\hbar^2}\int_0^\infty\sqrt{\frac{2\varepsilon}{m}}\,f\,d\varepsilon
=q\,\frac{gm}{\pi^2\hbar^2}\sqrt{\frac2m}\,(kT)^{3/2}\,\frac{\sqrt\pi}{2}F_{1/2}(\eta_S).$$

Pull out $N/2=gmkT/(2\pi\hbar^2)$. What remains is $\frac2\pi\cdot\frac{\sqrt\pi}{2}\sqrt{2kT/m}=\sqrt{2kT/\pi m}$, so

$$\frac{I^+}{W}=q\,\frac N2\,v_T\,F_{1/2}(\eta_S),\qquad v_T=\sqrt{\frac{2kT}{\pi m}}.$$

The drain stream flows the other way and is subtracted:

$$\frac IW=q\,\frac N2\,v_T\left[F_{1/2}(\eta_S)-F_{1/2}(\eta_D)\right].$$

The channel picture gives the same current. Periodic boundary conditions across the width allow $k_y=2\pi j/W$, and each such mode is a one-dimensional conductor. Its velocity $v_x=\hbar^{-1}\partial\varepsilon/\partial k_x$ cancels the one-dimensional density of states, so it carries $(2q/h)\int(f_S-f_D)\,d\varepsilon$ above its threshold. The open modes at energy $\varepsilon$ have $|k_y|<k$. For a wide channel there are $g\cdot 2k\,W/2\pi$ of them, hence

$$M(\varepsilon)=\frac{gW\sqrt{2m\varepsilon}}{\pi\hbar},\qquad I=\frac{2q}{h}\int_0^\infty M\,(f_S-f_D)\,d\varepsilon .$$

Inserting $M$ gives the prefactor $qg\sqrt{2m}/(\pi^2\hbar^2)$, the same as above. An explicit sum over the modes of a strip 1 µm wide, and separately a quadrature over the $(k_x,k_y)$ plane, both reproduced the closed formula.

**Why the current saturates, and at which velocity**

Once $qV_D$ exceeds the larger of $kT\eta_S$ and zero by several $kT$, the drain terms are negligible against the source terms. In a degenerate channel this puts $\eta_D$ far below zero while $\eta_S>0$. In a non-degenerate channel the drain terms are a fraction $e^{-qV_D/kT}$ of the source terms, so $qV_D$ itself must be several $kT$. The current is then everything the source sends over the barrier, and a larger $V_D$ cannot add to it except by lowering the barrier. Dividing current by charge,

$$\frac IW=q\,n\,v_{\rm inj},\qquad v_{\rm inj}=v_T\,\frac{F_{1/2}(\eta_S)}{F_0(\eta_S)}.$$

This injection velocity is the mean of $v_x$ over the right-movers. It has two limits.

*Non-degenerate*, $\eta_S\ll-1$: both integrals tend to $e^{\eta_S}$, so $v_{\rm inj}\to v_T$.

*Strongly degenerate*, $\eta_S\gg1$: the occupation becomes a step, so $F_0\to\eta_S$ and $F_{1/2}\to\frac{2}{\sqrt\pi}\cdot\frac23\eta_S^{3/2}$. Then

$$v_{\rm inj}\to\sqrt{\frac{2kT}{\pi m}}\;\frac{4}{3\sqrt\pi}\sqrt{\eta_S}=\frac{4}{3\pi}v_F,\qquad v_F=\sqrt{\frac{2kT\eta_S}{m}}.$$

So it is neither velocity in general. Between the limits it rises steadily. To see this, write $v_{\rm inj}=v_T\,(2/\sqrt\pi)\,\langle\sqrt x\rangle$, where the average has weight $f$. Because $\partial f/\partial\eta=f(1-f)$,

$$\frac{d\langle\sqrt x\rangle}{d\eta}=\langle\sqrt x\,(1-f)\rangle-\langle\sqrt x\rangle\langle1-f\rangle>0.$$

The right side is a covariance of two functions that both increase with $x$. Physically, the low states are already full, so added electrons must go into faster ones.

At $T=0$ the saturated current can be written with $n$ alone. The half-filled disk has $n=gmE_F/(2\pi\hbar^2)$, where $E_F=-E_{\rm top}$, so $v_F=\sqrt{2E_F/m}=(2\hbar/m)\sqrt{\pi n/g}$ and

$$\frac IW=qn\,\frac{4}{3\pi}v_F=\frac{8\hbar q}{3m\sqrt{\pi g}}\,n^{3/2}.$$

If $qn=C_G(V_G-V_{\rm th})$ with a fixed threshold voltage $V_{\rm th}$, this is Natori's $3/2$ power law. At equal $n$, a finite temperature can only raise the velocity: the filled step has the smallest mean $\sqrt\varepsilon$ that the Pauli principle allows.

**Electrostatics fixes the barrier**

So far $\eta_S$ is free. Treat the barrier top as a node at potential $\psi$, coupled to gate, drain and source by capacitances per area $C_G,C_D,C_S$ with sum $C_\Sigma$. Its mobile charge is $-qn$:

$$C_G(\psi-V_G)+C_D(\psi-V_D)+C_S\psi=-qn .$$

Solve for $\psi$ and set $E_{\rm top}=E_{00}-q\psi$, where $E_{00}$ is your 0.3 eV. With $\alpha_G=C_G/C_\Sigma$ and $\alpha_D=C_D/C_\Sigma$,

$$kT\eta_S+E_{00}-q(\alpha_GV_G+\alpha_DV_D)+\frac{q^2n}{C_\Sigma}=0 .$$

The left side increases with $\eta_S$, from $-\infty$ to $+\infty$, so there is one root and bisection finds it. For an ideal gate ($C_D=C_S=0$) the equation reads

$$qn=C_G\left(V_G-\frac{E_{00}+kT\eta_S}{q}\right).$$

The quantity that plays the part of a threshold voltage thus drifts upward as the channel fills.

**Your on-state**

Your parameters give $N/2=2.160\times10^{16}\ \mathrm{m^{-2}}$ and $v_T=1.203\times10^5$ m/s. The root at $V_G=0.8$ V, $V_D=0.5$ V is $\eta_S=2.442$, while $\eta_D=-16.9$, so the drain stream is negligible. With $F_0=2.525$ and $F_{1/2}=3.510$,

$$n=2.160\times10^{16}\times2.525=5.45\times10^{16}\ \mathrm{m^{-2}},$$

$$v_{\rm inj}=1.203\times10^5\times\frac{3.510}{2.525}=1.67\times10^5\ \mathrm{m/s},$$

$$\frac IW=q\,n\,v_{\rm inj}=1.46\times10^3\ \mathrm{A/m}=1.46\ \mathrm{mA/\mu m}.$$

The charge balance closes: $qn/C_G=0.437$ V and $(E_{00}+kT\eta_S)/q=0.363$ V add up to 0.8 V. A fixed threshold of 0.3 V would have put 0.5 V on the capacitor and overestimated $n$ by about 14 %.

The zero-temperature law at the same $n$ gives $1.26\times10^3$ A/m. The room-temperature current is 16 % higher, so the channel is partly degenerate and neither limit is accurate here.

**What happens as the drain voltage rises**

At $V_G=0.8$ V the current is 1267 A/m at $V_D=0.1$ V, 1456 A/m at 0.2 V and 1461 A/m at 0.5 V. Meanwhile $\eta_S$ rises from 1.07 at $V_D=0$ to 2.44, although this ideal gate has no direct coupling to the drain. The reason is charge balance. When the drain stops filling its half of the states, the barrier drops until the source half holds nearly the same charge. The density falls only from $5.90$ to $5.45\times10^{16}\ \mathrm{m^{-2}}$.

Before saturation, $I/(qnW)$ is smaller than the injection velocity, because $n$ then includes left-movers whose current is subtracted.

At small $V_D$ the device has a finite resistance although nothing scatters. Expand the current to first order in $qV_D/kT$. The shift of $\eta_S$ with $V_D$ does not enter at this order, since it multiplies a difference that vanishes at $V_D=0$:

$$\frac GW=\frac{q^2}{kT}\,\frac N2\,v_T\,F_{-1/2}(\eta_S),$$

with $\eta_S$ taken at $V_D=0$. Expanding the mode formula instead gives $G=(2q^2/h)\int M(-\partial f/\partial\varepsilon)\,d\varepsilon$. Your numbers give $1.70\times10^4$ S/m, or a resistance times width of 59 Ω µm, which corresponds to about 220 thermally averaged modes per micrometre. This is the contact resistance of a finite number of channels joined to wide reservoirs.

**The subthreshold slope**

Define the swing as the gate voltage per decade of current,

$$S=\frac{dV_G}{d\log_{10}I}=\frac{\ln10}{d\ln I/dV_G}.$$

In saturation $I\propto F_{1/2}(\eta_S)$, so

$$\frac{d\ln I}{dV_G}=\frac{F_{-1/2}(\eta_S)}{F_{1/2}(\eta_S)}\,\frac{d\eta_S}{dV_G}.$$

Differentiate the charge balance at fixed $V_D$, with $dn/d\eta_S=(N/2)F_{-1}(\eta_S)$:

$$\left(kT+\frac{q^2}{C_\Sigma}\frac N2F_{-1}\right)\frac{d\eta_S}{dV_G}=q\alpha_G .$$

Dividing by $kT$ brings in the quantum capacitance of the source-filled half,

$$C_Q=\frac{q^2}{kT}\,\frac N2\,\frac{1}{1+e^{-\eta_S}},\qquad
\frac{d\eta_S}{dV_G}=\frac{q\alpha_G/kT}{1+C_Q/C_\Sigma},$$

and therefore

$$S=\frac{kT\ln10}{q\,\alpha_G}\left(1+\frac{C_Q}{C_\Sigma}\right)\frac{F_{1/2}(\eta_S)}{F_{-1/2}(\eta_S)} .$$

Each factor after the first exceeds 1. For the last one, differentiate $F_{1/2}$ under the integral: $F_{-1/2}=\frac{2}{\sqrt\pi}\int\sqrt x\,f(1-f)\,dx$, which is smaller than $F_{1/2}=\frac{2}{\sqrt\pi}\int\sqrt x\,f\,dx$. So, in saturation,

$$S>\frac{kT\ln10}{q\,\alpha_G}\ge\frac{kT\ln10}{q}=59.5\ \mathrm{mV/decade\ at\ 300\ K}.$$

The first bound is approached when the mobile charge vanishes, $\eta_S\to-\infty$. The familiar 60 is a rounding; the limit equals 60 mV per decade at 302.4 K, and it is proportional to $T$.

Your observations now have an explanation. With $V_D=0.5$ V:

- at $V_G=0$, $\eta_S=-11.6$ and $S=59.5$ mV/decade;
- at $V_G=0.2$ V, $\eta_S=-3.99$ and $S=67$ mV/decade;
- at $V_G=0.3$ V, $\eta_S=-1.43$ and $S=147$ mV/decade;
- at $V_G=0.8$ V, $S=910$ mV/decade.

The last value follows from $C_Q=0.123\ \mathrm{F/m^2}$ and $F_{-1/2}=1.643$:

$$59.5\times\left(1+\frac{0.123}{0.02}\right)\times\frac{3.510}{1.643}\approx9.1\times10^2\ \mathrm{mV/decade}.$$

The factor of about 7 is screening: most of each added gate millivolt drops across the gate capacitor instead of moving the barrier. The factor of about 2 is degeneracy: the current no longer grows exponentially with $\eta_S$. A swing of 910 mV per decade describes a transistor that is on, and should not be called a subthreshold slope.

**Why ballistic motion is not the cause**

Far below threshold $F_{1/2}(\eta)\to e^\eta$ and the charge term is negligible, so

$$\frac IW\approx q\frac N2v_T\left(1-e^{-qV_D/kT}\right)\exp\left[\frac{q(\alpha_GV_G+\alpha_DV_D)-E_{00}}{kT}\right].$$

The gate voltage appears in the Boltzmann factor alone. The velocity, the mass and the drain factor are prefactors that drop out of $d\ln I/dV_G$. A transmission probability below 1, if independent of $V_G$, would drop out too. Saturation is not needed either: at $V_G=0$ and $V_D=0.02$ V the swing of your device is still 59.5 mV per decade.

What does change the limit is imperfect gate control. Add $C_D=C_S=0.001\ \mathrm{F/m^2}$, so that $\alpha_G=0.02/0.022=0.909$. The swing at $V_G=0$ becomes 65.5 mV per decade. The drain now also pulls the barrier down. A fixed saturated current means fixed $\eta_S$ and fixed $n$, so the charge balance requires $\alpha_G\,dV_G+\alpha_D\,dV_D=0$, or

$$\left.\frac{dV_G}{dV_D}\right|_I=-\frac{\alpha_D}{\alpha_G}=-\frac{C_D}{C_G}=-0.05 .$$

Each extra volt on the drain lowers the gate voltage needed for that current by 50 mV; the numerical output lists the magnitude.

**Where the model stops**

Backscattering near the barrier top returns part of the source stream, which lowers the current and adds left-movers to $n$. Tunnelling through a short barrier adds a current that need not follow the Boltzmann factor of the barrier top. It remains when the temperature is too low for electrons to pass over the barrier, so the proportionality of the swing limit to $T$ cannot be extended to arbitrarily low temperature. If a second subband fills, each subband needs its own terms in $n$ and $I$. In your on-state the source Fermi level lies 63 meV above the subband edge, so the next subband must lie several $kT$ higher still. Your mass and valley count resemble the lowest subband of silicon (100). There, an effective-mass estimate with hard walls and self-consistent charge keeps about 95 % of this density in the lowest subband for a 3 nm film. In a film 5 to 10 nm thick the next subbands begin about 60 meV up and take 40 to 50 % of it, so the on-state numbers above do not carry over to such a film. Series resistance reduces the internal voltages, so $V_G$ and $V_D$ here are the voltages at the intrinsic device.

## Computed values

```
mass = 0.20 m_e, valleys = 2, T = 300 K
C_G = 0.020 F/m^2, E_00 = 0.30 eV
kT/q = 25.852 mV
N/2 = 2.1598e+16 1/m^2
v_T = 1.2030e+05 m/s
Transfer table at V_D = 0.50 V, ideal gate
V_G (V) | eta_S | n (1/m^2) | I/W (A/m) | I/(qn) (m/s) | S (mV/dec)
0.0 | -11.6046 | 1.9707e+11 | 3.7985e-03 | 1.2030e+05 | 59.53
0.1 | -7.7393 | 9.4018e+12 | 1.8123e-01 | 1.2031e+05 | 59.71
0.2 | -3.9908 | 3.9561e+14 | 7.6459e+00 | 1.2063e+05 | 67.19
0.3 | -1.4326 | 4.6232e+15 | 9.1927e+01 | 1.2411e+05 | 146.87
0.4 | -0.1839 | 1.3076e+16 | 2.7486e+02 | 1.3119e+05 | 295.59
0.5 | 0.6360 | 2.2914e+16 | 5.1255e+02 | 1.3961e+05 | 454.77
0.6 | 1.2985 | 3.3259e+16 | 7.9187e+02 | 1.4861e+05 | 610.73
0.7 | 1.8888 | 4.3837e+16 | 1.1088e+03 | 1.5787e+05 | 762.10
0.8 | 2.4416 | 5.4536e+16 | 1.4613e+03 | 1.6725e+05 | 909.96
Output table at V_G = 0.80 V, ideal gate
V_D (V) | eta_S | n (1/m^2) | I/W (A/m) | I/(qn) (m/s)
0.00 | 1.0701 | 5.8962e+16 | 0.00 | 0.0000e+00
0.02 | 1.4035 | 5.7886e+16 | 333.26 | 3.5933e+04
0.05 | 1.8267 | 5.6520e+16 | 780.14 | 8.6151e+04
0.10 | 2.2685 | 5.5095e+16 | 1266.73 | 1.4350e+05
0.20 | 2.4369 | 5.4551e+16 | 1456.08 | 1.6660e+05
0.30 | 2.4415 | 5.4536e+16 | 1461.24 | 1.6723e+05
0.50 | 2.4416 | 5.4536e+16 | 1461.35 | 1.6725e+05
On-state (V_G = 0.8 V, V_D = 0.5 V):
eta_S = 2.4416, eta_D = -16.8993
F_0 = 2.5250, F_1/2 = 3.5103, F_-1/2 = 1.6435
barrier top E_top = -63.12 meV
q n / C_G = 0.4369 V
(E_00 + kT eta_S)/q = 0.3631 V
C_Q = 0.1231 F/m^2
saturation current = 1461.3 A/m = 1.4613 mA/um
injection velocity = 1.6725e+05 m/s = 1.6725e+07 cm/s
v_inj / v_T = 1.3902
zero-temperature velocity at same n = 1.4381e+05 m/s
zero-temperature current at same n = 1256.5 A/m
on/off current ratio = 3.847e+05
contact conductance at V_D = 0: 1.7042e+04 S/m
contact resistance times width = 58.68 ohm um
averaged modes per um = 219.96
swing limit ln10 kT/q = 59.526 mV/dec
temperature for a 60 mV/dec limit = 302.39 K
swing at V_G = 0, V_D = 0.02 V: 59.532 mV/dec
Imperfect gate: C_D = 0.001, C_S = 0.001 F/m^2
alpha_G = 0.9091, alpha_D = 0.0455
its swing at V_G = 0: 65.49 mV/dec
its gate shift per volt of drain bias = 50.00 mV/V
```
